# Surface Scattering in a 10 nm Square Copper Wire with Diffuse Walls: test program

```python
"""
Result under test: a square wire of side d with fully diffuse walls has, to
leading order in k = lambda/d, resistivity ratio rho/rho0 = 1 + (3/4) k.
The full solution of the same Boltzmann model is computed to judge this
formula at d = 10 nm, lambda = 39 nm.
Symbols: lambda = bulk mean free path, n = unit velocity vector, z = wire
axis, L = distance back to the wall along n, sigma = conductivity,
rho = resistivity, index 0 = bulk metal.
"""
import numpy as np

MEAN_FREE_PATH = 39.0   # nm, given
WIDTH = 10.0            # nm, given


def leading_ratio(k):
    return 1.0 + 0.75 * k


def distance_back(x, y, nx, ny, width):
    """Distance from (x, y) backwards along n to the first wall."""
    to_x_wall = (x if nx > 0 else width - x) / abs(nx)
    to_y_wall = (y if ny > 0 else width - y) / abs(ny)
    return np.minimum(to_x_wall, to_y_wall)


def drift_fraction(nx, ny, k):
    """Cross-section average of 1 - exp(-L/lambda), integrated in closed form."""
    larger, smaller = np.maximum(nx, ny), np.minimum(nx, ny)
    limit = 1.0 / (k * larger)
    r = smaller / larger
    decay = np.exp(-limit)
    m0 = 1.0 - decay
    m1 = 1.0 - (1.0 + limit) * decay
    m2 = 2.0 - (2.0 + 2.0 * limit + limit**2) * decay
    return m0 - (1.0 + r) * m1 / limit + r * m2 / limit**2


# Direction average for functions symmetric under sign changes and x <-> y.
nodes, weights = np.polynomial.legendre.leggauss(240)
theta = (nodes[:, None] + 1.0) * np.pi / 4
phi = (nodes[None, :] + 1.0) * np.pi / 8
NX = np.sin(theta) * np.cos(phi)
NY = np.sin(theta) * np.sin(phi)
NZ = np.cos(theta) * np.ones_like(phi)
SOLID = (weights[:, None] * np.pi / 4) * np.sin(theta) * (weights[None, :] / 2)


def direction_average(values):
    return float(np.sum(SOLID * values))


def full_conductivity(k):
    return 3.0 * direction_average(NZ**2 * drift_fraction(NX, NY, k))


k = MEAN_FREE_PATH / WIDTH

# The drift distribution must satisfy n.grad(g) = (g0 - g)/lambda.
nx, ny = 0.5, -0.4
nz = np.sqrt(1.0 - nx**2 - ny**2)


def drift(step):
    back = distance_back(3.0 + step * nx, 6.0 + step * ny, nx, ny, WIDTH)
    return nz * (1.0 - np.exp(-back / MEAN_FREE_PATH))


h = 1e-3
slope_along_path = (drift(h) - drift(-h)) / (2.0 * h)
assert abs(slope_along_path - (nz - drift(0.0)) / MEAN_FREE_PATH) < 1e-9

# Closed cross-section average against a direct sum over positions.
grid = (np.arange(1000) + 0.5) * WIDTH / 1000
back = distance_back(grid[:, None], grid[None, :], 0.5, 0.4, WIDTH)
direct = np.mean(1.0 - np.exp(-back / MEAN_FREE_PATH))
assert abs(direct - drift_fraction(0.5, 0.4, k)) < 1e-6

# Direction averages behind the first- and second-order coefficients.
assert abs(direction_average(NZ**2) - 1.0 / 3.0) < 1e-10
both_pairs = 3.0 * direction_average(NZ**2 * (NX + NY))
one_pair = both_pairs / 2.0
corner = 6.0 * direction_average(NZ**2 * NX * NY)
assert abs(both_pairs - 0.75) < 1e-10
assert abs(corner - 4.0 / (5.0 * np.pi)) < 1e-10

# Thick-wire limit of the full solution.
k_small = 0.05
series = 1.0 - 0.75 * k_small + 4.0 * k_small**2 / (5.0 * np.pi)
assert abs(full_conductivity(k_small) - series) < 1e-7
k_tiny = 1e-3
measured_slope = (1.0 / full_conductivity(k_tiny) - 1.0) / k_tiny
assert abs(measured_slope - 0.75) < 1e-3   # next term is about 0.3*k_tiny
second_order = 9.0 / 16.0 - 4.0 / (5.0 * np.pi)
measured_second = (1.0 / full_conductivity(0.01) - leading_ratio(0.01)) / 0.01**2
assert abs(measured_second - second_order) < 0.01   # cubic term remains

# Random flights: drift memory lasts until the first bulk or wall collision.
rng = np.random.default_rng(2718)
sums = np.zeros(2)
batches, batch_size = 8, 500_000
for _ in range(batches):
    n = rng.normal(size=(3, batch_size))
    n /= np.sqrt(np.sum(n**2, axis=0))
    position = rng.uniform(0.0, WIDTH, size=(2, batch_size))
    room = np.where(n[:2] > 0, WIDTH - position, position)
    wall_distance = np.min(room / np.abs(n[:2]), axis=0)
    bulk_distance = rng.exponential(MEAN_FREE_PATH, batch_size)
    flight = np.minimum(wall_distance, bulk_distance)
    sample = 3.0 * n[2]**2 * flight / MEAN_FREE_PATH
    sums += [sample.sum(), (sample**2).sum()]
count = batches * batch_size
random_sigma = sums[0] / count
random_error = np.sqrt((sums[1] / count - random_sigma**2) / count)
sigma_full = full_conductivity(k)
assert random_error < 0.005 * sigma_full
assert abs(random_sigma - sigma_full) < 5.0 * random_error

leading = leading_ratio(k)
full = 1.0 / sigma_full
assert abs(leading - 3.9) < 0.05
assert full > 1.1 * leading    # the formula is a clear underestimate here

print(f"mean free path lambda: {MEAN_FREE_PATH:.1f} nm")
print(f"wire side d: {WIDTH:.1f} nm")
print(f"lambda/d: {k:.3f} (no unit)")
print(f"coefficient from one pair of walls: {one_pair:.4f} (no unit)")
print(f"coefficient from both pairs: {both_pairs:.4f} (no unit)")
print(f"added part from one pair: {one_pair * k:.4f} (units of rho0)")
print(f"added part from both pairs: {both_pairs * k:.4f} (units of rho0)")
print(f"leading formula rho/rho0: {leading:.3f} (no unit)")
print(f"lambda/d at which leading ratio equals lambda/d: "
      f"{1.0 / (1.0 - both_pairs):.3f} (no unit)")
print(f"truncated conductivity 1-(3/4)lambda/d: {1.0 - both_pairs * k:.3f} (no unit)")
print(f"corner coefficient in sigma/sigma0: {corner:.4f} (no unit)")
print(f"second-order coefficient in rho/rho0: {second_order:.4f} (no unit)")
print(f"full model sigma/sigma0: {sigma_full:.4f} (no unit)")
print(f"full model rho/rho0: {full:.3f} (no unit)")
print(f"random-flight sigma/sigma0: {random_sigma:.4f} "
      f"+/- {random_error:.4f} (no unit)")
print(f"random-flight rho/rho0: {1.0 / random_sigma:.3f} (no unit)")
print(f"leading formula relative to full model: {100 * (leading / full - 1):.1f} %")
print("width in nm | lambda/d | leading rho/rho0 | full rho/rho0 | error in %")
for width in (1000.0, 390.0, 100.0, 39.0, 10.0):
    ratio_k = MEAN_FREE_PATH / width
    lead_w = leading_ratio(ratio_k)
    full_w = 1.0 / full_conductivity(ratio_k)
    assert lead_w < full_w
    print(f"{width:6.0f} | {ratio_k:.3f} | {lead_w:.4f} | {full_w:.4f} | "
          f"{100 * (lead_w / full_w - 1):.2f}")
print("finished without a failed check")
```

Output:

```
mean free path lambda: 39.0 nm
wire side d: 10.0 nm
lambda/d: 3.900 (no unit)
coefficient from one pair of walls: 0.3750 (no unit)
coefficient from both pairs: 0.7500 (no unit)
added part from one pair: 1.4625 (units of rho0)
added part from both pairs: 2.9250 (units of rho0)
leading formula rho/rho0: 3.925 (no unit)
lambda/d at which leading ratio equals lambda/d: 4.000 (no unit)
truncated conductivity 1-(3/4)lambda/d: -1.925 (no unit)
corner coefficient in sigma/sigma0: 0.2546 (no unit)
second-order coefficient in rho/rho0: 0.3079 (no unit)
full model sigma/sigma0: 0.2112 (no unit)
full model rho/rho0: 4.735 (no unit)
random-flight sigma/sigma0: 0.2113 +/- 0.0002 (no unit)
random-flight rho/rho0: 4.734 (no unit)
leading formula relative to full model: -17.1 %
width in nm | lambda/d | leading rho/rho0 | full rho/rho0 | error in %
  1000 | 0.039 | 1.0292 | 1.0297 | -0.05
   390 | 0.100 | 1.0750 | 1.0781 | -0.29
   100 | 0.390 | 1.2925 | 1.3362 | -3.27
    39 | 1.000 | 1.7500 | 1.9328 | -9.46
    10 | 3.900 | 3.9250 | 4.7350 | -17.11
finished without a failed check
```
